# Blanc's Law for Ion Mobility in Gas Mixtures and Its Strong-Field Failure

Q: I have measured the mobility of an ion in gas A and in gas B. Why should those two numbers tell me anything about a mixture? The ion never meets "half of gas A".

A: It meets A molecules and B molecules one at a time, so start with one collision. Let the ion have mass $m$, charge $q$ and velocity $\mathbf c$, and a molecule of gas $j$ mass $M_j$ and velocity $\mathbf u$. With $\mathbf g=\mathbf c-\mathbf u$, reduced mass $\mu_j=mM_j/(m+M_j)$ and centre-of-mass velocity $\mathbf V$,
$$\mathbf c=\mathbf V+\frac{M_j}{m+M_j}\,\mathbf g .$$
An elastic collision keeps $\mathbf V$ and turns $\mathbf g$ into $\mathbf g'$ of equal length. The ion loses momentum $m(\mathbf c-\mathbf c')=\mu_j(\mathbf g-\mathbf g')$. Averaged over azimuth this is $\mu_j\mathbf g(1-\cos\chi)$, where $\chi$ is the deflection angle. Weighting the collision rate with $1-\cos\chi$ defines the momentum-transfer cross section $\sigma_j(g)$ and the rate coefficient $k_j(g)=g\sigma_j(g)$.

Let the ions be so dilute that they ignore one another, and let field and gas be uniform and steady. The field force then balances the mean momentum loss:
$$qE=\sum_j N_j\mu_j\langle k_j(g)\,g_z\rangle,\qquad N_j=x_jN. \tag{1}$$
Here $N$ is the total gas density and $x_j$ a mole fraction. The sum expresses that binary collisions with different species are separate events.

Q: That is a sum of averages over an unknown velocity distribution. Where does a mobility come from?

A: From a weak field. Give the ions a Maxwellian at the gas temperature $T$, tilted to carry a small drift $v$:
$$f=f_M(\mathbf c)\left(1+\frac{m v c_z}{k_BT}\right).$$
Since $\langle c_z^2\rangle_M=k_BT/m$, its mean $c_z$ is $v$. The untilted part gives no force, so
$$\langle k_jg_z\rangle=\frac{mv}{k_BT}\langle k_jg_zc_z\rangle_M .$$
At equal temperatures $mc^2+M_ju^2=(m+M_j)V^2+\mu_jg^2$, so $\mathbf V$ and $\mathbf g$ are independent and the $V_z$ part of $c_z$ averages to zero. The rest is
$$\langle k_jg_z\rangle=\frac{mv}{k_BT}\,\frac{M_j}{m+M_j}\,\frac{\langle g^2k_j\rangle}{3}=v\bar k_j,\qquad \bar k_j=\frac{\mu_j\langle g^2k_j\rangle}{3k_BT}.$$
With $\beta_j=\mu_j\bar k_j$, equation (1) becomes $qE=Nv\sum_jx_j\beta_j$. The mobility is $K=v/E$, hence
$$\frac1{K_{\rm mix}}=\frac Nq\sum_jx_j\beta_j=\sum_j\frac{x_j}{K_j},\qquad K_j=\frac{q}{N\beta_j}. \tag{2}$$
This is Blanc's law. Each $K_j$ belongs to pure gas $j$ at the same total density $N$ and the same $T$. In terms of the frequencies $\nu_j=N_j\bar k_j$, what adds is $\mu_j\nu_j$, because a light molecule takes less momentum per collision.

Q: Show me numbers.

A: Take $m=24$ u, gases A and B of 40 u and 4 u in equal parts, $T=400$ K, and isotropic scattering with $k_j=k_{0j}+s_jg$. The constants are $k_0=8$ and $6\times10^{-10}$ cm³/s, and $s=3$ and $1\times10^{-15}$ cm², for A and B. The constant term imitates polarization attraction, the other a hard core. A Maxwellian has $\langle g^2\rangle=3k_BT/\mu_j$ and $\langle g^3\rangle=8\sqrt{2/\pi}\,(k_BT/\mu_j)^{3/2}$, so
$$\bar k_j=k_{0j}+\frac83\sqrt{\frac2\pi}\;s_j\sqrt{\frac{k_BT}{\mu_j}} . \tag{3}$$
This gives 11.01 and 8.10 $\times10^{-10}$ cm³/s. With $\mu=15.00$ and 3.43 u, the mobilities at standard gas density (273.15 K, 101.325 kPa) are 2.175 and 12.94 cm²/Vs. Then
$$\frac1{K_{\rm mix}}=\frac{0.5}{2.175}+\frac{0.5}{12.94}=0.2299+0.0386=0.2685,$$
or $K_{\rm mix}=3.72$ cm²/Vs. The average of the two mobilities would be about twice that. Frictions add, and gas A supplies most of the friction.

Q: You chose the shape of the tilt. Is the law exact at vanishing field if the true shape differs?

A: In general it is not, and the error then has a definite sign. Write $f=f_M(1+h)$ with $h$ linear in $E$. The steady Boltzmann equation becomes
$$Jh=\frac{qE}{Nk_BT}\,c_z,\qquad J=\sum_jx_jJ_j,$$
where $J_jh$ is the average of $h(\mathbf c)-h(\mathbf c')$ over collisions with gas $j$, weighted with their rate per unit density. With $\langle a,b\rangle=\int f_M\,ab\,d^3c$, detailed balance makes each $J_j$ symmetric, and $\langle\varphi,J_j\varphi\rangle$ is half the collision average of $(\varphi-\varphi')^2$, so it is not negative. The drift is $v=\langle c_z,h\rangle$, which gives
$$K=\frac{q}{Nk_BT}\langle c_z,J^{-1}c_z\rangle .$$
Let $\eta=J^{-1}c_z$, and take any $\varphi$ with $\langle c_z,\varphi\rangle=1$. The Cauchy–Schwarz inequality for the form $\langle\cdot,J\,\cdot\rangle$ gives
$$1=\langle\eta,J\varphi\rangle^2\le\langle\eta,J\eta\rangle\langle\varphi,J\varphi\rangle=\langle c_z,J^{-1}c_z\rangle\langle\varphi,J\varphi\rangle,$$
with equality for $\varphi\propto\eta$. Therefore
$$\frac1K=\frac{Nk_BT}{q}\min_{\langle c_z,\varphi\rangle=1}\langle\varphi,J\varphi\rangle .$$
The minimum of a sum is at least the sum of the separate minima, so at zero field
$$\frac1{K_{\rm mix}}\ge\sum_j\frac{x_j}{K_j}.$$
Blanc's law can overestimate the mobility here but cannot underestimate it. Equality holds if one $\varphi$ minimizes every term. That happens for speed-independent $k_j$, where $J_jc_z=(\mu_jk_j/m)c_z$.

Q: Is the excess worth worrying about?

A: In the example it is not. I expanded $h$ in $c_z$ times powers of $c^2$, with five terms and numerical quadrature. Blanc's mobility came out 0.05 % above that of the mixture.

It can be larger. For infinitely heavy molecules a collision keeps the ion's speed, so $J$ multiplies $c_z$ by $k(c)=\sum_jx_jk_j(c)$, and
$$K=\frac{q}{3Nk_BT}\left\langle\frac{c^2}{k(c)}\right\rangle .$$
Mix equal parts of a gas with $k_1=2s\sqrt{k_BT/m}$ and one with $k_2=sc$. Quadrature then puts Blanc's mobility 3.5 % too high. The first gas randomizes the directions of all ions at one rate, the second those of fast ions at a higher rate. The first term is therefore minimized by $\varphi\propto c_z$ and the second by $\varphi\propto c_z/c$, and no single shape serves both.

Q: Now raise the field. Equation (1) still holds, so friction still adds. What can fail?

A: The values that are added. A pure-gas mobility at the same $E/N$ contains the collision energy of the pure gas, but in the mixture both gases meet one common ion population. To quantify this I use a two-temperature approximation. Define $T_i$ by $\tfrac32k_BT_i=\tfrac12m\langle c^2\rangle$, drift energy included, and replace $T$ by $T_i$ in the tilted Maxwellian.

Each component of $\mathbf g$ now has variance
$$\frac{k_BT_i}{m}+\frac{k_BT}{M_j}=\frac{k_BT_j}{\mu_j},\qquad T_j=\frac{mT+M_jT_i}{m+M_j}.$$
For Gaussian variables the mean of $c_z$ at given $\mathbf g$ is $g_z$ times covariance over variance, $g_z(k_BT_i/m)(\mu_j/k_BT_j)$. Thus
$$\langle k_jg_z\rangle=\frac{mv}{k_BT_i}\,\frac{k_BT_i}{m}\,\frac{\mu_j}{k_BT_j}\,\frac{\langle g^2k_j\rangle}{3}=v\bar k_j(T_j).$$
With $F=qE/N$, the momentum balance is $F=v\sum_jx_j\beta_j(T_j)$.

Q: You still need $T_i$.

A: Energy conservation supplies it. One collision costs the ion $\tfrac12m(c^2-c'^2)=\mu_j\mathbf V\cdot(\mathbf g-\mathbf g')$, so the loss rate to gas $j$ is $N_j\mu_j\langle k_j\mathbf V\cdot\mathbf g\rangle$. The tilt is odd in velocity and drops out. Since $\mathbf V=(m\mathbf c+M_j\mathbf u)/(m+M_j)$, the covariance of $V_z$ and $g_z$ is $k_B(T_i-T)/(m+M_j)$. The same Gaussian rule gives
$$\langle k_j\mathbf V\cdot\mathbf g\rangle=\frac{k_B(T_i-T)}{m+M_j}\,\frac{\mu_j\langle g^2k_j\rangle}{k_BT_j}=\frac{3k_B(T_i-T)}{m+M_j}\,\bar k_j(T_j).$$
Equating the power $Fv$ (per unit $N$) to the loss,
$$Fv=3k_B(T_i-T)\sum_j\frac{x_j\beta_j}{m+M_j}.$$
Now insert $F=v\sum_jx_j\beta_j$:
$$k_B(T_i-T)=\frac{M^*v^2}{3},\qquad M^*=\frac{\sum_jx_j\beta_j}{\sum_jx_j\beta_j/(m+M_j)}. \tag{4}$$
Because $T_j-T=(T_i-T)M_j/(m+M_j)$, and $M^*=m+M_j$ in a pure gas, a pure gas has $k_B(T_j-T)=M_jv_j^2/3$.

Q: So how wrong is Blanc's law at equal $E/N$?

A: Let $\delta=K_{\rm Blanc}/K_{\rm mix}-1$. Since $1/K=(N/q)\sum_jx_j\beta_j$,
$$\delta=\frac{\sum_jx_j\left[\beta_j(T_j^{\rm mix})-\beta_j(T_j^{\rm pure})\right]}{\sum_jx_j\beta_j(T_j^{\rm pure})}. \tag{5}$$
At small $F$ expand $\beta_j$ about $T$, with $\beta_j'=d\beta_j/d(k_BT)$ and $\bar\beta=\sum_jx_j\beta_j$. The drifts are $F/\bar\beta$ in the mixture and $F/\beta_j$ in the pure gases, so
$$\delta=\frac{F^2}{\bar\beta}\sum_jx_j\beta_j'\frac{M_j}{3}\left[\frac{M^*}{(m+M_j)\bar\beta^2}-\frac1{\beta_j^2}\right]+O(F^4).$$
Within this approximation the failure starts with the square of the field. In the example the coefficient is $1.60\times10^{-5}$ per Td² (1 Td = $10^{-17}$ V cm²). Solving the balances numerically gives:

| $E/N$ (Td) | $K_{\rm mix}$ (cm²/Vs) | $K_{\rm Blanc}$ (cm²/Vs) | $\delta$ (%) |
|---|---|---|---|
| 10 | 3.71 | 3.72 | 0.16 |
| 30 | 3.61 | 3.65 | 1.2 |
| 100 | 3.09 | 3.26 | 5.5 |
| 500 | 1.89 | 2.11 | 11.6 |
| 1000 | 1.44 | 1.63 | 13.2 |

In this approximation the error reaches 1 % at 27 Td. Simulation of the same model, as described below, gives 0.75 % at 20 Td and 1.4 % at 30 Td, so there the error reaches 1 % near 24 Td.

Q: Which gas is to blame at 500 Td?

A: Both are, in opposite directions. For A, $T_j$ is 5118 K in the pure gas and 9583 K in the mixture. For B it falls from 11244 K to 2499 K. Equation (3) at these temperatures, in units of $10^{-10}$ u cm³/s, gives $\beta_A=281$ (pure) and 341 (mixture), and $\beta_B=59$ and 39. Equal mole fractions cancel in (5):
$$\delta=\frac{(341-281)+(39-59)}{281+59}=\frac{40}{340}\approx0.12 .$$
The light gas lets the ions run hotter, and their collisions with A then cost more than pure-A data suggest. The relief in B is smaller.

Q: That rests on a Gaussian centred at zero velocity. I doubt it at 500 Td.

A: So I dropped it and followed 4000 simulated ions by Monte Carlo, with free flights in the field and random collisions under the same $k_j(g)$. The drift speeds are 1.735, 8.86 and 2.60 km/s in A, B and the mixture, against 1.715, 8.22 and 2.54 km/s from the approximation. It is worst in B, 7 % low. There $m\langle c^2\rangle=3k_BT+(m+M_B)v^2$ by (4), so most of the mean square velocity is directed drift, which a zero-centred Gaussian represents poorly.

The simulated mobilities are 1.291, 6.60 and 1.935 cm²/Vs. Blanc's law predicts $1/(0.5/1.291+0.5/6.60)=2.16$ cm²/Vs, which is 11.6 % too high, with a sampling uncertainty of about 0.2 in that figure.

Q: Then Blanc's law always overestimates?

A: At strong field it need not. Take cold hard spheres: $T=0$, $k_j=s_jg$. Then $k_BT_j/\mu_j=k_BT_i/m$ for every gas, and (3) gives $\beta_j=Ca_j\sqrt{k_BT_i/m}$ with $a_j=\mu_js_j$ and $C=\tfrac83\sqrt{2/\pi}$. Put $R_j=(m+M_j)/m$, $A=\sum_jx_ja_j$ and $B=\sum_jx_ja_j/R_j$. Now $M^*=mA/B$, so $\sqrt{k_BT_i/m}=v\sqrt{A/3B}$ and
$$F=\frac{C}{\sqrt3}\,v^2A^{3/2}B^{-1/2}\quad\Rightarrow\quad\frac Fv=\left(\frac{CF}{\sqrt3}\right)^{1/2}A^{3/4}B^{-1/4}.$$
For a pure gas $A^{3/4}B^{-1/4}=a_j^{1/2}R_j^{1/4}$, hence
$$1+\delta=\frac{A^{3/4}B^{-1/4}}{\sum_jx_ja_j^{1/2}R_j^{1/4}} .$$

With equal gas masses this is $\sqrt A/\sum_jx_j\sqrt{a_j}\ge1$, because the square root is concave. For equal parts and cross sections 1:9 it is $\sqrt5/2$, an 11.8 % overestimate; Monte Carlo gives 11.8 %. This case does not need the Gaussian: with isotropic scattering the mixture acts as one gas of mean cross section, and dimensions alone fix $v\propto s^{-1/2}$.

Now take equal $a_j$ but masses $10m$ and $0.1m$, again in equal parts. Then $R=11$ and 1.1, $A=a$, $B=a/2$, and
$$1+\delta=\frac{2^{1/4}}{\tfrac12(11^{1/4}+1.1^{1/4})}=\frac{1.189}{1.423}=0.836 .$$
Blanc's mobility is 16 % too low; Monte Carlo gives 18 %. The sign depends on masses and cross sections.

Q: Is there a strong-field case where the law survives?

A: Yes, speed-independent $k_j$. Equation (1) becomes $qE=v\sum_jN_j\mu_jk_j$ for any ion distribution, since the gas has no mean velocity. Heating then cannot change the friction. Equation (5) also suggests an improvement for the other cases: combine pure-gas mobilities at equal $T_j$ instead of equal $E/N$. From pure-gas data form $\beta_j=F_j/v_j$ and $k_B(T_j-T)=M_jv_j^2/3$. This tabulates $\beta_j(T_j)$, and the momentum balance with (4) then fixes $v$ and $T_i$ in the mixture.

At 500 Td in the example, with $\beta_j$ taken from (3), the matching pure-gas fields are 845 Td for A and 144.5 Td for B. With $\beta_j$ tabulated from simulated pure-gas drifts they are about 850 and 140 Td. Either way the simulated mobilities, combined reciprocally, agree with the simulated mixture to within a few tenths of a percent, which is close to the sampling noise, against about 12 % for equal $E/N$. That is one composition and one field, not a general error bound.

Q: Would I meet any of this in a plasma reactor?

A: The masses are those of a magnesium ion in argon and helium, and the setting is roughly a metal ion in a sputtering discharge. The rate constants are round model values, not fits. The model rate $k_{0j}+s_jg$ always rises with $g$. With a real attraction and a repulsive core the rate can first fall, so that the mobility first rises with the field. The slopes $\beta_j'$ are then negative, and the onset of the failure can have another size or sign than in the example. I took 100 mTorr, which is high for magnetron sputtering. At 400 K this gives $N=2.41\times10^{15}$ cm⁻³, so 500 Td means 12 V/cm, a field for the plasma edge rather than its bulk.

Three assumptions need watching. A local mobility requires the field to vary slowly over the energy-relaxation length, 1.6 mm here. At fixed $E/N$ and $T$ that length grows as $1/N$, to 16 mm at 10 mTorr. At a plasma density of $10^{10}$ cm⁻³ and an electron temperature of a few eV, the collisionless Child law makes a sheath carrying 15 to 300 V about 0.3 to 4 mm thick. Even at 100 mTorr, ions cross the thin ones before they reach the local drift speed, and in the thickest a local mobility is only a rough guide. The strong-field numbers above describe a uniform field, as in a drift tube, and not ions crossing a sheath.

Real ions also rub against other ions. I put the Coulomb cross section $4\pi(q^2/4\pi\varepsilon_0\mu g^2)^2\ln\Lambda$, cut off at the Debye length, into $\bar k$. For background ions of 40 u at rest on average, at 400 K and $10^{10}$ cm⁻³, the added friction at zero field is 12 % of the gas friction. The figure is 10.5 % if $\ln\Lambda$ is allowed to vary with $g$. Ions held at rest would lower the mobility by about 10 %. But background ions drift in the same field, and the friction acts only on the difference of the drift speeds: with friction ratio $r$ and background drift $v_b$, the drift falls from $v_0$ to $(v_0+rv_b)/(1+r)$. For argon ions drifting at 60 to 75 % of $v_0$ the loss is 2 to 4 %, still far more than the zero-field error of Blanc's law.

Finally, 4 % of the simulated collisions in the mixture at 500 Td exceed 4 eV in the centre-of-mass frame, and 3 % exceed 4.4 eV, the lowest excitation energy ($3s\to3p$) of Mg⁺. These collisions could be inelastic. The count does not say how many are, or how far they would shift the drift.
